**Heisenberg exchange from the half-filled Hubbard model**

The program tests that the half-filled Hubbard model with real hopping $t$ and on-site repulsion $U$ has, to second order in $t/U$, the low-energy Hamiltonian $J\sum_{\langle ij\rangle}(\mathbf S_i\cdot\mathbf S_j-\tfrac14)$ with $J=4t^2/U$, where $\mathbf S_i$ is the spin 1/2 on site $i$ and each bond counts once. It builds the fermion operators as matrices for two sites, a triangle and a ring of four, and asserts that the second-order operator computed from its definition equals the spin Hamiltonian. It also asserts the operator identities behind the spin form, the blocking of the triplet, the singlet amplitude $2t$ and the exact two-site singlet energy. On all three clusters the largest level error falls by a factor close to 16 when $t$ is halved, as a $t^4/U^3$ correction requires. On the triangle the third-order term is asserted to vanish for real hopping and to be present when the hopping phases enclose a flux. For $t=0.2$ eV and $U=4$ eV the output gives $J=0.040$ eV, 1.0 percent above the exact two-site gap. The sixteen lowest levels of the four-site ring lie close to the Heisenberg levels, with the next level at 3.40 eV.

## Numerical verification

```python
# Result under test: the half-filled Hubbard model
#   H = T + U*D,  T = -t sum_bonds,s (c+_is c_js + h.c.),  D = sum_i n_iup n_idn
# has, to second order in t/U, the low-energy Hamiltonian
#   H_eff = J sum_bonds (S_i.S_j - 1/4),  J = 4 t^2 / U.
# t: hopping, U: on-site repulsion, J: exchange (all in eV), S_i: spin 1/2.
# P denotes the states with every site singly occupied, Q all the others.
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge


def annihilators(n_modes):
    """Fermion annihilation matrices with Jordan-Wigner signs."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for m in range(n_modes):
        mat = np.eye(1)
        for q in range(n_modes):
            factor = sign if q < m else (lower if q == m else np.eye(2))
            mat = np.kron(mat, factor)
        ops.append(mat)
    return ops


def spin_vector(c, i):
    """Spin operators of site i; mode 2i is up, mode 2i+1 is down."""
    up, dn = c[2 * i], c[2 * i + 1]
    raising = up.T @ dn
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            (up.T @ up - dn.T @ dn) / 2]


def spin_dot(c, i, j):
    return sum(a @ b for a, b in zip(spin_vector(c, i), spin_vector(c, j)))


def half_filled(n_sites, bonds, phase=0.0):
    """Hopping at t=1, double-occupancy count, and sum(S.S - 1/4)."""
    c = annihilators(2 * n_sites)
    dim = len(c[0])
    number = np.rint(np.diag(sum(a.T @ a for a in c))).astype(int)
    keep = np.where(number == n_sites)[0]
    hop = np.zeros((dim, dim), complex)
    exchange = np.zeros((dim, dim), complex)
    for i, j in bonds:
        for s in (0, 1):
            term = np.exp(1j * phase) * c[2 * i + s].T @ c[2 * j + s]
            hop -= term + term.conj().T
        exchange += spin_dot(c, i, j) - np.eye(dim) / 4
    double = sum(np.diag(c[2 * i].T @ c[2 * i])
                 * np.diag(c[2 * i + 1].T @ c[2 * i + 1])
                 for i in range(n_sites))
    cut = np.ix_(keep, keep)
    return hop[cut], double[keep], exchange[cut]


def levels(model, t_val, u_val):
    return np.linalg.eigvalsh(t_val * model[0] + u_val * np.diag(model[1]))


t, U = 0.2, 4.0
J = 4 * t**2 / U
clusters = {
    "dimer": (2, [(0, 1)]),
    "triangle": (3, [(0, 1), (1, 2), (2, 0)]),
    "ring of 4": (4, [(0, 1), (1, 2), (2, 3), (3, 0)]),
}
models = {name: half_filled(*data) for name, data in clusters.items()}

print(f"hopping t = {t:.3f} eV, repulsion U = {U:.3f} eV, t/U = {t/U:.3f}")
print(f"exchange J = 4t^2/U = {J:.5f} eV")
print(f"J / k_B = {J * e_charge / k_boltzmann:.1f} K")

# Second-order operator from its definition, and scaling of the level errors
for name, model in models.items():
    hop, double, exchange = model
    P = np.where(double < 0.5)[0]
    Q = np.where(double > 0.5)[0]
    assert np.allclose(hop[np.ix_(P, P)], 0)
    out = hop[np.ix_(Q, P)]
    reached = np.abs(out).max(axis=1) > 1e-12
    assert np.allclose(double[Q][reached], 1)
    second = -(t * out).conj().T @ np.diag(1 / (U * double[Q])) @ (t * out)
    spin_model = exchange[np.ix_(P, P)]
    deviation = np.abs(second - J * spin_model).max()
    assert deviation < 1e-12
    spin_levels = np.linalg.eigvalsh(spin_model)
    errors = []
    for x in (0.01, 0.005):
        exact = levels(model, x, 1.0)[:len(P)]
        errors.append(np.abs(exact - 4 * x**2 * spin_levels).max())
    ratio = errors[0] / errors[1]
    assert abs(ratio - 16) < 0.5
    print(f"{name}: {len(P)} singly occupied of {len(double)} states; "
          f"level error ratio on halving t = {ratio:.2f}")

# Operator identities behind the spin form, on two sites
c = annihilators(4)
num = [c[2 * i].T @ c[2 * i] + c[2 * i + 1].T @ c[2 * i + 1] for i in (0, 1)]
S_dot_S = spin_dot(c, 0, 1)
swap = sum(c[s].T @ c[r] @ c[2 + r].T @ c[2 + s]
           for s in (0, 1) for r in (0, 1))
assert np.allclose(swap, 2 * S_dot_S + num[0] @ num[1] / 2)
there_and_back = sum(c[2 + r].T @ c[r] @ c[s].T @ c[2 + s]
                     for s in (0, 1) for r in (0, 1))
assert np.allclose(there_and_back, num[1] - swap)
single = np.where((np.diag(num[0]) == 1) & (np.diag(num[1]) == 1))[0]
block = np.ix_(single, single)
assert np.allclose(there_and_back[block],
                   (np.eye(16) / 2 - 2 * S_dot_S)[block])

# Pauli blocking of the triplet and the singlet amplitude
vacuum = np.eye(16)[0]
up_dn = c[0].T @ c[3].T @ vacuum
dn_up = c[1].T @ c[2].T @ vacuum
up_up = c[0].T @ c[2].T @ vacuum
dn_dn = c[1].T @ c[3].T @ vacuum
hop_full = -t * sum(c[s].T @ c[2 + s] + c[2 + s].T @ c[s] for s in (0, 1))
singlet = (up_dn - dn_up) / np.sqrt(2)
triplet_zero = (up_dn + dn_up) / np.sqrt(2)
for triplet in (up_up, dn_dn, triplet_zero):
    assert np.allclose(hop_full @ triplet, 0)
amplitude = np.linalg.norm(hop_full @ singlet)
assert np.isclose(amplitude, 2 * t)
print(f"size of T on the two-site singlet = {amplitude:.3f} eV")
basis = np.array([up_dn, dn_up])
small = -basis @ hop_full @ hop_full @ basis.T / U
assert np.allclose(small, J / 2 * np.array([[-1, 1], [1, -1]]))
print(f"effective matrix, diagonal element = {small[0, 0]:.5f} eV")
print(f"effective matrix, spin-flip element = {small[0, 1]:.5f} eV")

# Exact dimer
hop, double, _ = models["dimer"]
energy, vectors = np.linalg.eigh(t * hop + U * np.diag(double))
gap = energy[1] - energy[0]
assert np.isclose(energy[0], (U - np.sqrt(U**2 + 16 * t**2)) / 2)
assert np.allclose(energy[1:4], 0, atol=1e-12)
pair_weight = np.sum(np.abs(vectors[:, 0])**2 * double)
print(f"exact two-site singlet energy = {energy[0]:.6f} eV")
print(f"exact two-site singlet-triplet gap = {gap:.6f} eV")
print(f"J exceeds the exact gap by {100 * (J / gap - 1):.2f} percent")
print(f"double-occupancy probability: exact {pair_weight:.6f}, "
      f"4t^2/U^2 = {4 * t**2 / U**2:.6f}")
x = 0.01
weak_energy, weak_vectors = np.linalg.eigh(x * hop + np.diag(double))
weak_weight = np.sum(np.abs(weak_vectors[:, 0])**2 * double)
assert abs(weak_weight / (4 * x**2) - 1) < 0.002
assert abs((weak_energy[0] + 4 * x**2) / (16 * x**4) - 1) < 0.01

print("two-site gap over J against t/U (exact, and 1 - 4(t/U)^2):")
for x in (0.025, 0.05, 0.1, 0.2, 0.5):
    e = levels(models["dimer"], x, 1.0)
    print(f"  t/U = {x:.3f}: {(e[1] - e[0]) / (4 * x**2):.4f}, "
          f"{1 - 4 * x**2:.4f}")

# Third order on a triangle: absent for real hopping, present with flux
assert np.allclose(levels(models["triangle"], t, U),
                   levels(models["triangle"], -t, U))
third_size = []
for phase in (0.0, np.pi / 6):
    hop, double, _ = half_filled(*clusters["triangle"], phase=phase)
    P = np.where(double < 0.5)[0]
    Q = np.where(double > 0.5)[0]
    out = hop[np.ix_(Q, P)]
    third = out.conj().T @ hop[np.ix_(Q, Q)] @ out
    third_size.append(np.linalg.norm(third, 2))
assert third_size[0] < 1e-12 and third_size[1] > 1
print(f"triangle, largest third-order eigenvalue in units of t^3/U^2: "
      f"real t {abs(third_size[0]):.3f}, flux pi/2 {third_size[1]:.3f}")

# Four-site ring against the Heisenberg levels
ring = levels(models["ring of 4"], t, U)
hop, double, exchange = models["ring of 4"]
P = np.where(double < 0.5)[0]
spin_levels = np.linalg.eigvalsh(exchange[np.ix_(P, P)])
assert np.allclose(spin_levels, [-3] + [-2] * 3 + [-1] * 7 + [0] * 5)
print("four-site ring, Heisenberg level and range of exact levels:")
for first, last in ((0, 1), (1, 4), (4, 11), (11, 16)):
    group = ring[first:last]
    low, high = group.min(), group.max() + 0.0
    print(f"  {last - first} state(s): {J * spin_levels[first:last].mean():.5f}"
          f" eV; exact {low:.5f} to {high:.5f} eV")
print(f"four-site ring, next exact level (charge excitation) = "
      f"{ring[16]:.4f} eV")
assert ring[16] - ring[15] > U / 2

print("checks complete")
```

Printed output:

```
hopping t = 0.200 eV, repulsion U = 4.000 eV, t/U = 0.050
exchange J = 4t^2/U = 0.04000 eV
J / k_B = 464.2 K
dimer: 4 singly occupied of 6 states; level error ratio on halving t = 15.99
triangle: 8 singly occupied of 20 states; level error ratio on halving t = 16.00
ring of 4: 16 singly occupied of 70 states; level error ratio on halving t = 15.98
size of T on the two-site singlet = 0.400 eV
effective matrix, diagonal element = -0.02000 eV
effective matrix, spin-flip element = 0.02000 eV
exact two-site singlet energy = -0.039608 eV
exact two-site singlet-triplet gap = 0.039608 eV
J exceeds the exact gap by 0.99 percent
double-occupancy probability: exact 0.009710, 4t^2/U^2 = 0.010000
two-site gap over J against t/U (exact, and 1 - 4(t/U)^2):
  t/U = 0.025: 0.9975, 0.9975
  t/U = 0.050: 0.9902, 0.9900
  t/U = 0.100: 0.9629, 0.9600
  t/U = 0.200: 0.8770, 0.8400
  t/U = 0.500: 0.6180, 0.0000
triangle, largest third-order eigenvalue in units of t^3/U^2: real t 0.000, flux pi/2 10.392
four-site ring, Heisenberg level and range of exact levels:
  1 state(s): -0.12000 eV; exact -0.11715 to -0.11715 eV
  3 state(s): -0.08000 eV; exact -0.07997 to -0.07997 eV
  7 state(s): -0.04000 eV; exact -0.04020 to -0.03961 eV
  5 state(s): 0.00000 eV; exact -0.00000 to 0.00000 eV
four-site ring, next exact level (charge excitation) = 3.3985 eV
checks complete
```
